Lindhard function on discrete meshes: sharp sums, smearing and linear tetrahedra

**One Fermi point, by hand**

Take one dimension, a band with energy e(k) = k, and a single Fermi point at k_F = 0.4, all in arbitrary units. States below k_F are filled. For a wave number q > 0 let a = e(k−q/2) and b = e(k+q/2), and consider

S(q) = ∫dk [f(a) − f(b)]/(b − a).

The denominator is q. The numerator is 1 when k−q/2 is filled and k+q/2 is empty, which happens in the window k_F−q/2 < k < k_F+q/2, and is 0 elsewhere. The window has length q, so S = q·(1/q) = 1 for every q. The window shrinks as q → 0, but the integrand grows in proportion.

Now replace the integral by a sum over the integers, a mesh of spacing h = 1, and take q = 0.2. The window runs from 0.3 to 0.5 and holds no mesh point, so the sum is 0. If the mesh is displaced until one point lies inside, the sum is 1/0.2 = 5. Neither is near 1. A random displacement puts a point in the window with probability 0.2, so the average is 0.2·5 = 1. The sum is right on average and useless on one mesh.

Two cures are treated here. The first is to smear the occupations. With a Fermi function of width s, the integrand tends for q → 0 to w(k−k_F), where w(ε) = 1/[4s cosh²(ε/2s)] is minus the derivative of the Fermi function. For s = 0.5 the four points nearest k_F give 0.428, 0.356, 0.108 and 0.075, the others together 0.031, and the sum is 0.998.

The second cure is to interpolate. Between the mesh points 0 and 1 the straight line through the energies has slope 1 and crosses the Fermi level once. The density of states there is 1/slope = 1, whatever the position of the mesh. In three dimensions the segment becomes a tetrahedron.

**The three-dimensional response**

The algebra from here on is in atomic units. The gas has energy e(k) = k²/2, two spin directions and a fixed chemical potential μ = k_F²/2. Its static, non-interacting density response is

χ(q) = 2∫d³k/(2π)³ [f(a) − f(b)]/(a − b), a = e(k−q/2), b = e(k+q/2).

The symmetric placing of ±q/2 is a shift of the integration variable. To treat the quotient without dividing by a small number, define e_λ = (1−λ)a + λb for 0 ≤ λ ≤ 1. Since df(e_λ)/dλ = (b−a)f′(e_λ), integration over λ gives f(b) − f(a) = (b−a)∫₀¹dλ f′(e_λ), and hence

[f(a) − f(b)]/(a − b) = ∫₀¹dλ f′(e_λ).

At zero temperature f′(e) = −δ(μ−e). Therefore

−χ(q) = ∫₀¹dλ 2∫d³k/(2π)³ δ(μ − e_λ(k)).

The response is an average over λ of densities of states at the Fermi level. As q → 0 every e_λ becomes e, and the surface e_λ = μ becomes the Fermi surface. In this limit the whole static response of one free band is a Fermi-surface term, and a method that loses this term loses everything.

For free electrons,

e_λ = k²/2 + q²/8 + (λ−½)k·q = ½|k + (λ−½)q|² + ½λ(1−λ)q²,

because q²/8 − ½(λ−½)²q² = ½λ(1−λ)q². The surface e_λ = μ is a displaced sphere of squared radius p² = k_F² − λ(1−λ)q². A sphere of radius p has density of states 2·4πp²/[(2π)³p] = p/π². With N₀ = k_F/π², x = q/2k_F and u = 2λ−1, so that 4λ(1−λ) = 1−u²,

−χ/N₀ = F(x) = ∫₀¹du r(u), r(u) = √(1 − x² + x²u²),

taken where the root is real; the symmetry u → −u was used. A primitive of r is

½u r + [(1−x²)/2x] ln(xu + r).

To check it, note that dr/du = x²u/r and that the logarithm has derivative x/r. The total derivative is ½r + ½(x²u² + 1 − x²)/r = r. At u = 1, r = 1. For x < 1 the lower limit u = 0 has r = √(1−x²). For x > 1 the lower limit is where r = 0, and there xu = √(x²−1). Both cases give

F(x) = ½ + [(1−x²)/4x] ln|(1+x)/(1−x)|.

For small x the logarithm is 2x + 2x³/3, so F ≈ 1 − x²/3 and −χ → N₀. For large x, F ≈ 1/(3x²), so −χ → 4k_F³/(3π²q²) = 4n/q², with n = k_F³/3π² the density. This is the response of n independent electrons, each excited at the cost q²/2.

**What a sharp sum loses**

Let the mesh be k = h(m+u), with m running over integer triples and u a fixed offset. It covers all of k space that matters, without folding into a Brillouin zone. A function g(k) is integrated by h³Σg.

This sum is periodic in u, so it has a Fourier series. Its coefficient for the integer triple n is an integral over u in the unit cube. Together with the sum over m this covers all k once, and with R = 2πn/h

h³Σ_m g(h(m+u)) = Σ_n exp(2πi n·u) ∫d³k g(k) exp(−iR·k).

The term n = 0 is the true integral. Averaging over u removes the others, so the sharp sum is unbiased, as in one dimension. The error of one mesh is another matter.

A point is active if exactly one of k±q/2 is filled. The active region is what two Fermi spheres with centres q apart do not share. For q < 2k_F their overlap consists of two caps of height k_F−q/2, with total volume

(2π/3)(k_F−q/2)²(2k_F+q/2) = 4πk_F³/3 − πk_F²q + πq³/12.

Subtracting this from one sphere and doubling gives the active volume 2πk_F²q − πq³/6. The mean number of active points is this volume divided by h³. At small q it is about 2πk_F²q/h³, which can be large even when q < h, because the Fermi surface offers many places where a point may fall into the thin shell.

The spacing h is therefore not the threshold at which the term vanishes. Let g₀ be the smallest distance from a mesh point to the Fermi sphere. The lengths |k±q/2| differ from |k| by at most q/2. If q < 2g₀, both states lie on the same side of the Fermi surface for every mesh point, and the sum is zero. This bound is sufficient, not sharp: just above it a point can be active only if k lies nearly along q or −q, so the sum usually stays zero. At somewhat larger q the sum is noisy, because few points are active and each carries a term 1/|k·q|.

Take a model gas with k_F = 1 Å⁻¹ and h = 0.12 Å⁻¹. With ħ²/m = 7.62 eV Å², the chemical potential is μ = ½·7.62·1² = 3.81 eV, and N₀ = 0.0133 eV⁻¹Å⁻³. All errors below are in −χ/N₀. With q along (3,2,1) and over 300 random offsets, q = h gives on average 435.3 active points, against 435.8 from the volume, and a median absolute error of 0.052. At q = 0.1h there are 43.6 points and the median error is 0.14; at 0.01h, 4.4 points and 0.38. These medians move by 0.01 to 0.02 from one random sample of offsets to another. At 0.001h, 65% of the meshes have no active point and return zero, so the median error is 1.

For one particular offset g₀ = 2.49×10⁻⁴ Å⁻¹. At q = 1.9g₀ = 4.73×10⁻⁴ Å⁻¹, about 0.004h, the sum was tested and is zero, whereas the true ratio is 1.

The loss changes the physics of screening. In the random-phase approximation the dielectric function is 1 − 4πχ/q², which at small q is 1 + q_TF²/q² with q_TF² = 4πN₀. Here q_TF = 1.55 Å⁻¹. At the q just used the dielectric function should be about (1.55/4.73×10⁻⁴)² ≈ 1.1×10⁷. The sharp mesh gives 1, as if the metal did not screen.

**When both states must lie on the mesh**

If energies are known only at mesh points, q must be a mesh vector, and the only one shorter than h is q = 0. Then a = b for every pair. A rule that discards pairs of equal energy removes the whole response, even with smeared occupations. The limit of the quotient is f′(a), and that is what belongs there.

The same rule does damage at finite q. Let q = (Mh,0,0) with M even, on a mesh containing k = 0. The midpoints k are then mesh points too, and those in the plane k_x = 0 have a = b = k_⊥²/2 + q²/8. They stand for a slab of thickness h. If the sum within the plane is replaced by an integral, discarding them removes

[2h/(2π)³]∫d²k_⊥ δ(μ − k_⊥²/2 − q²/8) = [2h/(2π)³]·2π = h/(2π²),

since d²k_⊥ = 2π d(k_⊥²/2). This holds for q < 2k_F, where the delta function is reached; with occupations smeared over a width s the loss is smaller once μ − q²/8 is comparable with s. Divided by N₀ = k_F/π² the loss is h/(2k_F), of first order in h. For M odd the midpoints miss the plane and nothing is lost.

With q = 6h and s = 0.3 eV, all pairs give 0.9526 and the sum without equal-energy pairs gives 0.8927. The difference is 0.0599; the rule gives 0.12/2 = 0.0600.

**Smearing: bias against mesh error**

A Fermi function of width s is a superposition of steps: f(e) = ∫dE w(E−μ)θ(E−e). The response is linear in f, so

χ_s(q;μ) = ∫dE w(E−μ) χ₀(q;E),

where χ₀(q;E) is the zero-temperature result for chemical potential E. This is the bias of smearing, present even on an infinitely fine mesh.

Both the bias and the mesh error need the Fourier transform of w. For t > 0 close the contour in the upper half plane. The Fermi function has poles at ε_j = iπs(2j+1), j = 0, 1, 2, …, with f ≈ −s/(ε−ε_j), so w = −df/dε ≈ −s/(ε−ε_j)². The residue of w exp(iεt) is −ist exp(iε_j t), and

∫dε w exp(iεt) = 2πst Σ_j exp[−πst(2j+1)] = πst/sinh(πst).

For small t this is 1 − (πst)²/6, and comparison with 1 − ⟨ε²⟩t²/2 gives ⟨ε²⟩ = π²s²/3. At q = 0, χ₀ is proportional to √E. Expanding √(1+ε/μ) = 1 + ε/2μ − ε²/8μ² and averaging gives the relative bias −(π²/24)(s/μ)², valid for s ≪ μ.

The mesh error at q → 0 follows from the Fourier series above with g = 2w(e(k)−μ)/(2π)³. The angular average of exp(−iR·k) is sin(kR)/(kR), and k²dk = k dE. With k_E = √(2E),

(mesh sum)/N₀ = Σ_n cos(2πn·u) ∫dE w(E−μ) sin(k_E R)/(k_F R).

Near the Fermi level k_E ≈ k_F + ε/k_F. Since w is even, each term with n ≠ 0 becomes

cos(2πn·u) [sin(k_F R)/(k_F R)] X/sinh X, X = πsR/k_F.

The shortest vectors have R = 2π/h. For large X the error decays as exp(−2π²s/(k_F h)), apart from a prefactor. For this exponential to fall as the mesh is refined, s/h must grow, and a logarithmic growth is enough. Setting the exponential equal to (s/μ)² gives s ≈ (k_F h/π²) ln(μ/s), and the bias is then of order h² times a squared logarithm. Since the prefactor was left out, this is a guide to the scaling of s with h, not a precise optimum.

With u = (½,½,½) and h = 0.12 Å⁻¹, the mesh sum is 0.911, 0.984 and 0.995 for s = 0.1, 0.2 and 0.3 eV. The bias is −0.0003, −0.0011 and −0.0026. At 0.1 eV nearly the whole error of −0.089 is mesh error; at 0.3 eV more than half of the −0.0045 is bias. Halving h at s = 0.1 eV brings the sum to 1.005.

At q = 2k_F the slope of F is infinite, yet the bias stays small, again because w is even. For k_E = k_F(1+η) with small η, x ≈ 1−η and F ≈ ½ + (η/2)ln(2/|η|). This correction is odd in η, as is the prefactor correction η/2, and the even weight w cancels both at leading order. For s = 0.2 eV and h = 0.06 Å⁻¹ the mesh sum is 0.5006, as is the energy average, against ½ at zero temperature.

**Tetrahedra: the density of states of one cell**

Let a tetrahedron have corner energies e₁ ≤ e₂ ≤ e₃ ≤ e₄, with linear interpolation inside. Write e_ij = e_i − e_j, and let ν(E) be the fraction of its volume below E.

For e₁ < E ≤ e₂ the filled part is a smaller tetrahedron at corner 1. Its edges are the fractions (E−e₁)/e_j1 of the full ones, so

ν = (E−e₁)³/(e₂₁e₃₁e₄₁).

For e₃ < E < e₄ the empty part is a tetrahedron at corner 4, and ν = 1 − (e₄−E)³/(e₄₁e₄₂e₄₃).

For e₂ < E ≤ e₃ the tetrahedron cut off at corner 1 sticks out through the face opposite that corner. The protruding piece is a tetrahedron at corner 2 with edge fractions (E−e₂)/e₂₁, (E−e₂)/e₃₂ and (E−e₂)/e₄₂. Thus

ν = (E−e₁)³/(e₂₁e₃₁e₄₁) − (E−e₂)³/(e₂₁e₃₂e₄₂).

This form is unsafe when e₂₁ is small. Put y = E−e₂, so E−e₁ = y+e₂₁, and use e₃₁e₄₁ = e₃₂e₄₂ + e₂₁(e₃₁+e₄₂). The factor e₂₁ cancels:

ν = [e₂₁² + 3e₂₁y + 3y² − y³(e₃₁+e₄₂)/(e₃₂e₄₂)]/(e₃₁e₄₁).

The derivatives D = dν/dE in the three ranges are

D = 3(E−e₁)²/(e₂₁e₃₁e₄₁),
D = [3e₂₁ + 6y − 3y²(e₃₁+e₄₂)/(e₃₂e₄₂)]/(e₃₁e₄₁),
D = 3(e₄−E)²/(e₄₁e₄₂e₄₃).

**The general algorithm**

1. Divide each mesh cube into six tetrahedra. Each has as corners the stations of a path from (0,0,0) to (1,1,1) that takes one unit step along each axis; the six orders of the steps give the six tetrahedra.
2. Compute a and b at all corners.
3. For each quadrature node λ, form (1−λ)a + λb at the corners, sort the four values and evaluate D at E = μ.
4. Add up, with quadrature weights W_λ:

−χ_tet = [2/(2π)³](h³/6) Σ_λ W_λ Σ_T D_T(μ;λ).

No division by q or by a−b occurs, so q → 0 needs no special treatment. The λ interval is split at ½, because at q = 2k_F the sphere radius is k_F|2λ−1|, which has a kink there. Ten Gauss-Legendre nodes on each half are used here, for q ≤ 2k_F. At q = 2k_F itself this rule is not fully converged: the interpolated band lies higher (see below), so the sphere vanishes in a short interval around λ = ½, and ten nodes leave an error of about 3×10⁻⁴. For larger q the sphere vanishes between the two values λ = ½[1 ± √(1−4k_F²/q²)], and the interval should be split there too.

**The interpolation error**

Let t_i, between 0 and 1, be the coordinates inside a cube. The linear parts of k²/2 are reproduced by interpolation; only h²t_i²/2 is not. At every corner t_i is 0 or 1, so t_i² equals t_i there, and the interpolated function is h²t_i/2. The band is raised by

δ = (h²/2)Σ_i t_i(1−t_i).

The energies a, b and e_λ differ from k²/2 by linear terms and constants, so δ is the same for all of them. When the offset is averaged at fixed k, each t_i is uniformly distributed. Hence

⟨χ_tet(q;μ)⟩ = ⟨χ₀(q;μ−δ)⟩.

Linear tetrahedra thus act, on average, like a one-sided smearing whose width is set by h². As t(1−t) has mean 1/6, ⟨δ⟩ = (h²/2)·3/6 = h²/4. At q → 0 the relative error is −½⟨δ⟩/μ = −h²/(4k_F²) = −0.0036. The mean over seven offsets is 0.9964.

At q = 0.8 Å⁻¹ the exact ratio is 0.9448. The seven-offset mean is 0.9410, as the averaged formula predicts. Doubling h to 0.24 Å⁻¹ changes the error from −0.0038 to −0.0154, a factor of 4.03, which supports the h² law. On one common offset the tetrahedra give 0.9412, smearing with 0.2 eV gives 0.9428 and the sharp sum 0.924.

At q = 2k_F the shift has one sign, and the logarithm survives. With η = −⟨δ⟩/2μ = −0.0036, the estimate is ½ − 0.0018 − 0.0018·ln(2/0.0036) = 0.487; the seven-offset mean is 0.4866 with ten nodes on each half of the λ interval, and 0.4869, the value of the averaged formula, when the λ quadrature is refined. The sharp sum on one offset happens to give 0.5001 here, which is no measure of its reliability.

**A consistent Fermi level**

So far μ was the exact value. If it is instead found by filling the interpolated band with the right number of electrons, it rises with the band, to leading order by h²/4, or 7.62·0.12²/4 = 0.0274 eV. The electron count gives 0.0275 eV. The first-order shift in χ then cancels, and for q away from 2k_F the averaged error is left at order h⁴. At q = 0.8 Å⁻¹ the seven-offset mean becomes 0.9448, equal to the exact ratio to four digits. The still smaller difference of 2×10⁻⁶ in the output is partly luck: the level was counted on one offset only and lies 6×10⁻⁵ eV above the rule, which alone moves the ratio by about 9×10⁻⁶. A single mesh should not be expected to agree to four digits: before this correction, one offset differed from the mean by 2×10⁻⁴.

The cancellation rests on the constant mass, which makes the mean rise the same everywhere. In a crystal band the curvature varies with k, the rise varies with it, and an error of order h² remains in general. The numerical output follows.

Computed values

```
hbar^2/m = 7.61996 eV A^2; kF = 1.00 1/A; h = 0.12 1/A
chemical potential mu = 3.8100 eV; density = 0.03377 1/A^3
density of states N0 = 0.013297 1/(eV A^3)
Thomas-Fermi wave number = 1.5512 1/A
sharp sums over 300 random offsets (ratios are -chi/N0):
 q/h=1: active points 435.307, volume rule 435.809
   median |error| 0.052, share zero 0.000
   mean ratio 0.9963, exact 0.9988
 q/h=0.1: active points 43.607, volume rule 43.633
   median |error| 0.141, share zero 0.000
 q/h=0.01: active points 4.350, volume rule 4.363
   median |error| 0.383, share zero 0.013
 q/h=0.001: active points 0.430, volume rule 0.436
   median |error| 1.000, share zero 0.647
nearest mesh point to Fermi sphere: 2.488e-04 1/A
vanishing-q test value: 4.726e-04 1/A = 3.939e-03 h
q=6h along x, s=0.3 eV: all pairs 0.95263, equal pairs dropped 0.89274
 loss 0.05989; rule h/(2kF) = 0.06000
smearing at q->0, offset (1/2,1/2,1/2), ratios to N0:
 h=0.12 1/A, s=0.1 eV: mesh 0.91141, Poisson 0.91141
   linearized Poisson 0.91143, thermal bias -0.000283
 h=0.12 1/A, s=0.2 eV: mesh 0.98381, Poisson 0.98381
   linearized Poisson 0.98406, thermal bias -0.001133
 h=0.12 1/A, s=0.3 eV: mesh 0.99546, Poisson 0.99546
   linearized Poisson 0.99770, thermal bias -0.002550
 h=0.06 1/A, s=0.1 eV: mesh 1.00463, Poisson 1.00463
   linearized Poisson 1.00495, thermal bias -0.000283
q=0.8 1/A, h=0.06 1/A, s=0.2 eV: mesh 0.94347, energy average 0.94346
q=2.0 1/A, h=0.06 1/A, s=0.2 eV: mesh 0.50057, energy average 0.50057
comparison at h=0.12 1/A; smearing s=0.2 eV; ratios -chi/N0:
 q=4.726e-04 1/A: exact 1.00000, sharp 0.00000
   smeared 0.99640, one tetra mesh 0.99668
   tetra offset mean 0.99640, predicted 0.99639
 q=8.000e-01 1/A: exact 0.94483, sharp 0.92405
   smeared 0.94280, one tetra mesh 0.94122
   tetra offset mean 0.94100, predicted 0.94101
 q=2.000e+00 1/A: exact 0.50000, sharp 0.50012
   smeared 0.50058, one tetra mesh 0.48691
   tetra offset mean 0.48659, predicted 0.48688
tetra error at q=0.8 1/A: h=0.24: -0.015412, h=0.12: -0.003828
 error ratio on halving h: 4.026
tetra Fermi-level rise 0.027495 eV; mean-rise rule 0.027432 eV
ratio with consistent level 0.944833; error 1.65e-06
```
